\section*{Why a highly charged film can fall below a weakly charged one}

\section*{Question}

Two identical insulating films lie on grounded electrodes. The free surface of one is charged to a high potential $V_0$, that of the other to a lower potential $V_w$. The film that started higher may later show the lower surface potential. How can more charge end up giving less potential, and when do the two decay curves cross?

\section*{What the surface potential measures}

A surface potential is not a count of charge. It weighs each charge by its distance from the grounded electrode. A charge on the free surface counts fully, one halfway down counts half, and one that has reached the electrode counts nothing. A film can therefore lose potential while it still holds all its charge, provided that the charge moves inward.

Consider the sharpest contrast. At $t=0$ the highly charged film injects all its surface charge into its bulk, where the charge drifts in its own field. The weakly charged film injects none. The first potential falls and the second stays constant, so they can meet. Why the films should differ in this way is a separate question, taken up after the crossing time has been found.

The film has thickness $L$ and relative permittivity $\varepsilon_r$. The depth $x$ runs from the free surface, $x=0$, to the electrode, $x=L$. The carriers have one sign, taken as positive; for negative carriers the signs of charge, field and potential are all reversed. The mobility $\mu$ is constant. Diffusion, deep traps and ohmic conduction are left out for now. The electrode absorbs every carrier that arrives and injects none. The algebra is in atomic units, in which Gauss's law reads
\begin{equation}
\frac{\partial E}{\partial x}=\frac{4\pi}{\varepsilon_r}\,\rho ,\qquad V=\int_0^L E\,dx .
\end{equation}
The film is on open circuit with no field above it, so the field at any depth comes from the charge above that depth. A surface charge $\sigma_0$ per unit area gives the uniform field $E_0=4\pi\sigma_0/\varepsilon_r=V_0/L$ throughout the film. Likewise $E_w=V_w/L$ in the weak film.

\section*{Each carrier keeps its field}

Charge conservation for the drift current $\mu\rho E$ is
\begin{equation}
\frac{\partial\rho}{\partial t}+\frac{\partial}{\partial x}(\mu\rho E)=0 .
\end{equation}
Multiply by $4\pi/\varepsilon_r$ and replace $4\pi\rho/\varepsilon_r$ by $\partial E/\partial x$ in both terms:
\begin{equation}
\frac{\partial}{\partial x}\left[\frac{\partial E}{\partial t}+\mu E\frac{\partial E}{\partial x}\right]=0 .
\end{equation}
The bracket does not depend on $x$. Just above the free surface there is neither field nor current, so it vanishes there, and hence at every depth:
\begin{equation}
\frac{\partial E}{\partial t}+\mu E\frac{\partial E}{\partial x}=0 .
\end{equation}
A carrier moves with $dx/dt=\mu E$. The left side is then the rate of change of the field seen by that carrier, and this rate is zero. Each carrier keeps its field and moves at constant speed. The reason is simple: the carriers above it see weaker fields, move more slowly and never overtake it, so the charge above it does not change.

The field can therefore serve as a carrier's label. Carriers with labels between $E$ and $E+dE$ hold the charge $\varepsilon_r\,dE/4\pi$ per unit area. Let $x_E(t)$ be their depth. To express the potential through the labels, write $E(x)=\int_0^{E(x)}dE'$ and exchange the order of integration:
\begin{equation}
V=\int_0^L dx\int_0^{E(x)}dE'
=\int_0^{E_0}\max\bigl(L-x_{E'},\,0\bigr)\,dE' .
\label{eq:label}
\end{equation}
The second form holds because the field increases with depth: it exceeds $E'$ from $x_{E'}$ down to the electrode, over a length $L-x_{E'}$. A carrier that has reached the electrode contributes zero. This is the weighting by distance described above.

\section*{Decay after full injection}

The injected charge starts as a layer of negligible thickness. Its top carriers see almost no field and its lowest carriers see $E_0$, so the layer spreads out with
\begin{equation}
x_E=\mu E t .
\end{equation}
The front reaches the electrode at
\begin{equation}
t_0=\frac{L}{\mu E_0}=\frac{L^2}{\mu V_0}.
\end{equation}
Before that, all labels contribute:
\begin{align}
V(t)&=\int_0^{E_0}(L-\mu Et)\,dE
=E_0L-\tfrac12\mu E_0^2t \nonumber\\
&=V_0\left(1-\frac{t}{2t_0}\right),\qquad t\le t_0 .
\label{eq:early}
\end{align}
The last step uses $\mu E_0^2=V_0\,\mu V_0/L^2=V_0/t_0$. The fall is linear and its rate grows as the square of the initial field, because both the amount of charge and its speed are proportional to that field. At $t_0$ half the potential is gone, although no charge has yet left the film.

After $t_0$ the carriers still inside are those with $\mu Et<L$, so the upper limit becomes $L/\mu t$:
\begin{equation}
V(t)=\int_0^{L/\mu t}(L-\mu Et)\,dE
=\frac{L^2}{\mu t}-\frac{L^2}{2\mu t}
=\frac{L^2}{2\mu t},\qquad t\ge t_0 .
\label{eq:late}
\end{equation}
The initial potential has dropped out. A larger initial charge adds carriers with higher labels, but these are the fastest and have already reached the electrode.

\section*{The crossing time}

The charge of the weak film stays at $x=0$, so its potential stays at $V_w$. The potential of the injected film falls continuously from $V_0$ towards zero, so the curves cross once. If $V_w\le V_0/2$, the crossing lies on the late branch, and (\ref{eq:late}) gives
\begin{equation}
\boxed{\,t_c=\frac{L^2}{2\mu V_w}\qquad (V_w\le V_0/2)\,}
\label{eq:tc}
\end{equation}
If $V_w\ge V_0/2$, it lies on the linear branch. Setting (\ref{eq:early}) equal to $V_w$ gives
\begin{equation}
t_c=2t_0\left(1-\frac{V_w}{V_0}\right)
=\frac{2L^2}{\mu V_0}\left(1-\frac{V_w}{V_0}\right)\qquad (V_w\ge V_0/2).
\end{equation}
At $V_w=V_0/2$ both expressions equal $t_0$. As $V_w$ approaches $V_0$ the crossing time goes to zero, since the curves then start together and only one of them falls.

Equal potential does not mean equal charge. On the late branch the field at the electrode is $L/\mu t$, so the remaining charge per unit area is
\begin{equation}
\sigma=\frac{\varepsilon_r}{4\pi}\frac{L}{\mu t}
=2\,\frac{\varepsilon_r V}{4\pi L}.
\end{equation}
This is twice the surface charge that would give the same potential. The cloud has the uniform density $\varepsilon_r/4\pi\mu t$, hence the mean depth $L/2$, and each charge counts half on average. At a late-branch crossing the film that started higher still holds twice the charge of the other.

\section*{Why high charge alone is not enough}

Suppose first that both films inject everything at $t=0$. By (\ref{eq:label}) their potentials differ by
\begin{equation}
V_{\rm high}-V_{\rm weak}=\int_{E_w}^{E_0}\max(L-\mu Et,\,0)\,dE\ \ge 0 .
\end{equation}
The curves merge at $t=L/\mu E_w$, when the last of the extra carriers has left, but they do not cross. Faster decay at high charge is therefore not sufficient.

It is tempting to say that the stronger field of the highly charged film causes the injection. Let both films obey one law, in which the field $E_s$ just below the remaining surface charge falls at a rate set by its present value:
\begin{equation}
\frac{dE_s}{dt}=-R(E_s),\qquad R\ge0 .
\end{equation}
Let $R$ have no jumps and no infinite slope, so that the present surface field fixes its whole later course. A carrier released when the surface field is $E$ has the label $E$. If the surface field of the high film never comes down to $E_w$, because $R$ vanishes there or at some higher field, its potential stays above $V_w$ and there is no crossing. Otherwise the high film reaches $E_s=E_w$ after some time $T$. From then on its surface repeats the history of the weak film, later by $T$. Each label below $E_w$ is thus released later by $T$ in the high film and lies less deep there, or equally deep if it is still on the surface or already at the electrode. By (\ref{eq:label}) these labels alone give the high film at least the potential of the weak one, and the labels above $E_w$ can only add to it. There is no crossover. If the weak film injects nothing because $R(E_w)=0$, the surface field of the high film cannot fall below $E_w$ either, and its potential stays at or above $V_w$.

Within this transport model, then, the contrast between all and none must come from something other than the present surface field. The films may have different charging histories. A corona also delivers light and excited molecules, and a longer or stronger exposure might release charge that would otherwise stay on the surface. That is a conjecture about the cause; the calculation takes the contrast as given.

\section*{When part of the charge stays on the surface}

Complete injection is an extreme case. Let a fraction $r$ of the charge remain at $x=0$. These are the labels below $rE_0$, and they contribute $rE_0L$. For $t_0\le t\le t_0/r$ the front has arrived but the tail of the cloud has not, and
\begin{align}
V&=rE_0L+\int_{rE_0}^{L/\mu t}(L-\mu Et)\,dE \nonumber\\
&=rE_0L+\frac{L^2}{\mu t}-rE_0L
-\frac{\mu t}{2}\left(\frac{L^2}{\mu^2t^2}-r^2E_0^2\right)\nonumber\\
&=\frac{L^2}{2\mu t}+\frac{\mu t\,r^2E_0^2}{2}.
\end{align}
Put $\tau=t/t_0$ and $w=V_w/V_0$. Dividing by $V_0$ and setting $V=V_w$ gives
\begin{equation}
\frac{1}{2\tau}+\frac{r^2\tau}{2}=w
\quad\Longrightarrow\quad r^2\tau^2-2w\tau+1=0 .
\end{equation}
The smaller root is the one that lies in the interval $\tau\le1/r$:
\begin{equation}
t_c=\frac{t_0}{w+\sqrt{w^2-r^2}},\qquad r<w\le\frac{1+r^2}{2}.
\label{eq:residue}
\end{equation}
The upper limit on $w$ is the value of $V/V_0$ at $\tau=1$. For $r=0$ the result returns to (\ref{eq:tc}). After $t_0/r$ the cloud has gone and the potential stays at $rV_0$, so crossover requires $r<w$: the charge left on the surface must be less than that of the weak film.

\section*{Numbers for a polymer film}

Take round values in the regime of corona-charged polyethylene: $L=25\ \mu$m, $\varepsilon_r=2.3$, $\mu=10^{-11}\ \mathrm{cm^2/Vs}$ and a temperature of 300 K. Let the initial potentials be $V_0=2500$ V and $V_w=750$ V. The fields are 1.00 and 0.30 MV/cm, and the surface charges are 0.204 and 0.061 $\mu\mathrm{C/cm^2}$. The front of the injected charge crosses the film in
\begin{equation}
t_0=\frac{(25\times10^{-4}\ \mathrm{cm})^2}{(10^{-11}\ \mathrm{cm^2/Vs})(2500\ \mathrm V)}=250\ \mathrm s .
\end{equation}
Until then the potential falls by 5 V/s, to 1250 V. Since 750 V is less than half of 2500 V, (\ref{eq:tc}) applies:
\begin{equation}
t_c=\frac{6.25\times10^{-6}\ \mathrm{cm^2}}{2\,(10^{-11}\ \mathrm{cm^2/Vs})(750\ \mathrm V)}\approx 417\ \mathrm s ,
\end{equation}
about seven minutes, or $1.72\times10^{19}$ atomic units of time. The injected film is at 781 V after 400 s and at 521 V after 600 s, while the other remains at 750 V. At the crossing the injected film still holds 0.122 $\mu\mathrm{C/cm^2}$, twice the charge of the weak film.

The same decay was followed with 400 charged sheets, each moved in the field of the sheets above it. They cross 750 V at 417 s, and also when the high film starts at 3500 V, which confirms that $V_0$ drops out. With the weak film at 1750 V the crossing lies on the linear branch, at 150 s by formula and by simulation. When both films inject fully, both stand at 312.5 V after 1000 s.

Two injection laws, each applied to both films alike, were simulated as well. In the first, $R=(50/t_0)(E_s-E_w)$ above $E_w$ and zero below; at 417 s the high film is at 949 V and the weak one at 750 V. In the second, $R=(0.2/t_0)\,E_s\exp(5E_s/E_0)$, so that both films inject; at 417 s they are at about 930 V and 640 V. Within the resolution of one sheet, about 6 V, neither pair crosses during the 1500 s followed.

\section*{How far a real film departs from this}

Crossover is seen in corona-charged polyethylene, but the time found here is an estimate for the stated parameters. The mobility is the least certain input: a value ten times larger, with all else fixed, brings the crossing to 42 s. Nor need the mobility be constant at such fields. If carriers hop over a distance $a$, a simple model multiplies the low-field mobility by $\sinh(u)/u$ with $u=eaE/2k_BT$. With the low-field value kept at $10^{-11}\ \mathrm{cm^2/Vs}$, the crossing then comes about 10\% earlier for $a=1$ nm and about 30\% earlier for $a=2$ nm, and the injected film holds less than twice the charge of the other at that moment.

Real films also break the assumption of complete, immediate injection. If a tenth of the charge stays on the surface, (\ref{eq:residue}) moves the crossing from 417 s to 429 s; if a fifth stays, to 477 s. At three tenths or more there is no crossing, since here $w=0.30$.

Deep traps in the bulk can also delay or prevent the crossing. In a simulation where each carrier is stopped for good after a random time with mean 2500 s, the crossing comes at about 460 s, roughly a tenth late. With a mean of 250 s the potential is still about 1300 V after 1500 s. By then six mean lifetimes have passed, and the carriers still mobile in the film, at most a fraction of about $e^{-6}$ of the initial number, can lower the potential by only a few more volts. The curves then never cross: the charge stopped in the bulk, weighted by its distance from the electrode, is enough by itself to keep the potential above 750 V.

Diffusion and ohmic conduction matter little for these values. With the diffusion coefficient $\mu k_BT/e$, diffusion alone would spread a carrier by about 0.15 $\mu$m up to the crossing, against a thickness of 25 $\mu$m. For a rough conductivity of $10^{-18}$ S/cm the weak film loses 0.2\% of its potential by then. This value is uncertain at such fields, and the conclusion depends on it: with the same ohmic conductivity in both films, $10^{-16}$ S/cm costs the weak film nearly a fifth of its potential by 417 s and moves the crossing to about 466 s, and at $5\times10^{-16}$ S/cm the curves no longer cross. The initial field of the high film is about a fifth of a rough breakdown field of 5 MV/cm. At such fields a real electrode may also inject carriers of the opposite sign. The model excludes this, so neither the crossing time nor the absence of a crossing under a common injection law covers that case. The numerical output below lists these values, except those for hopping and for the higher conductivities.

\section*{Calculated quantities}
\begin{verbatim}
thickness 25 um, relative permittivity 2.3
mobility 1.0e-11 cm2/Vs, temperature 300 K
initial potentials: high 2500 V, weak 750 V
initial fields: 1.00, 0.30 MV/cm
initial charges: 0.2036, 0.0611 uC/cm2
front transit time, high film: 250.0 s
initial decay rate, high film: 5.00 V/s
potential of high film at transit: 1250 V
crossing time, formula: 416.7 s = 1.723e+19 atomic units
crossing time, 400 sheets: 416.67 s
shift from 200 to 400 sheets: -0.000 s
crossing if high film starts at 3500 V: 416.7 s
crossing with weak film at 1750 V: formula 150.0 s, sheets 150.0 s
charge left in high film at crossing: 0.1222 uC/cm2
ratio to charge of weak film: 2.00
time (s), injected film: formula (V), sheets (V)
       0   2500.0   2500.0
     100   2000.0   2000.0
     250   1250.0   1250.0
     400    781.3    781.3
     600    520.8    520.8
    1000    312.5    312.5
both inject fully, at 1000 s: high 312.5 V, weak 312.5 V
fraction 0.1 kept on surface: crossing 428.9 s, sheets 428.9 s
fraction 0.2 kept on surface: crossing 477.5 s, sheets 477.5 s
largest kept fraction that allows crossing: below 0.30
fraction 0.35 kept: lowest potential 875.0 V
common threshold law at 417 s: high 949.0 V, weak 750.0 V
common smooth law at 417 s: high 931.4 V, weak 641.0 V
trapping life 2500 s: crossing 461 s
trapping life 250 s: no crossing, potential at 1500 s is 1302 V
diffusion spread at crossing: 0.147 um
rough conductivity 1e-18 S/cm: weak film loses 0.20 % by crossing
rough breakdown field 5 MV/cm: high film starts at 20 % of it
mobility ten times larger: crossing 41.7 s
\end{verbatim}
